# Estimating the polarizability of methane from one excitation energy

**Question.** A molecule such as methane has eight valence electrons. Suppose that their response to a static electric field can be described by one effective excitation energy of 15 eV. How large is the polarizability, how does it change with the number of electrons and with that energy, and how far can the result be trusted for methane itself?

**Answer.**

### What is being estimated

Let a weak, uniform, static field $F$ act along $z$ on a molecule whose nuclei are held fixed. The electrons shift and produce an induced dipole moment $p$ along the field,

$$p=\alpha F .$$

In SI units $\alpha$ is measured in C m²/V. Dividing by $4\pi\varepsilon_0$ gives the polarizability volume $\alpha'=\alpha/(4\pi\varepsilon_0)$, which is easier to compare with the size of a molecule. For a tetrahedral molecule $\alpha$ is the same in every direction, so one field direction is enough.

While the field grows from zero, the energy of the molecule changes by $dW=-p\,dF$. With $p=\alpha F$ this integrates to

$$W=-\int_0^F \alpha F_1\,dF_1=-\tfrac12\alpha F^2 .$$

The polarizability can therefore be read off from the part of the energy that is quadratic in the field.

### From excitation energies to polarizability

An electron has charge $-e$, so its potential energy in the field is $+eFz$. For $N$ electrons the perturbation is

$$H'=eFZ,\qquad Z=\sum_{i=1}^{N}z_i .$$

Let $|0\rangle$ be the nondegenerate ground state, $|n\rangle$ the excited states, $\Delta_n=E_n-E_0$ and $Z_{n0}=\langle n|Z|0\rangle$. The first-order energy is linear in $F$ and belongs to a permanent dipole, which methane lacks by symmetry. The second-order energy is

$$W=-\sum_{n\neq0}\frac{|\langle n|H'|0\rangle|^2}{\Delta_n}
=-e^2F^2\sum_{n\neq0}\frac{|Z_{n0}|^2}{\Delta_n}.$$

Setting this equal to $-\alpha F^2/2$ gives

$$\alpha=2e^2\sum_{n\neq0}\frac{|Z_{n0}|^2}{\Delta_n}.$$

This needs a field weak enough that $eF|Z_{n0}|\ll\Delta_n$ for the states that matter.

The matrix elements are not known without a calculation, but a weighted sum of them is. Define the dimensionless oscillator strength

$$f_n=\frac{2m\Delta_n}{\hbar^2}|Z_{n0}|^2,
\qquad\text{so that}\qquad
|Z_{n0}|^2=\frac{\hbar^2f_n}{2m\Delta_n}.$$

Substitution cancels the factor 2 and adds one power of $\Delta_n$ to the denominator:

$$\alpha=\frac{e^2\hbar^2}{m}\sum_{n\neq0}\frac{f_n}{\Delta_n^2}.$$

### Why the strengths add up to the number of electrons

Consider a nonrelativistic Hamiltonian with kinetic energy, local potentials and the repulsion between electrons. The last two depend on positions alone and commute with $Z$. The kinetic energy does not:

$$[H,Z]=\sum_i\left[\frac{p_{iz}^2}{2m},z_i\right]=-\frac{i\hbar}{m}\sum_i p_{iz}.$$

Using $[z_i,p_{jz}]=i\hbar\,\delta_{ij}$, a second commutator gives

$$[Z,[H,Z]]=-\frac{i\hbar}{m}\sum_i[z_i,p_{iz}]
=-\frac{i\hbar}{m}\,(N i\hbar)=\frac{N\hbar^2}{m}.$$

Now write out the ground-state expectation value of the same double commutator:

$$\langle ZHZ-Z^2H-HZ^2+ZHZ\rangle
=2\langle ZHZ\rangle-2E_0\langle Z^2\rangle .$$

Inserting a complete set of states between the factors turns the right side into $2\sum_n(E_n-E_0)|Z_{n0}|^2$. The term $n=0$ vanishes. Hence

$$2\sum_{n\neq0}\Delta_n|Z_{n0}|^2=\frac{N\hbar^2}{m}
\quad\Longrightarrow\quad
\sum_{n\neq0}f_n=\frac{2m}{\hbar^2}\,\frac{N\hbar^2}{2m}=N .$$

The repulsion between electrons changes the individual $f_n$ and $\Delta_n$, but not this sum.

A small model tests both results. Two electrons move in one dimension, each in the well $x^2/2+0.05x^4$, and repel each other through $1/\sqrt{(x_1-x_2)^2+1}$, all in atomic units. Diagonalization gives strengths that add up to 2.000000. The sum over states gives a polarizability of 1.55900 atomic units, and the curvature of the ground-state energy in a small field gives the same value to the digits shown.

### One effective energy

Define $\Delta$ as the inverse-square mean of the excitation energies, weighted by oscillator strength:

$$\frac{1}{\Delta^2}=\frac1N\sum_{n\neq0}\frac{f_n}{\Delta_n^2}.$$

Then

$$\alpha=\frac{Ne^2\hbar^2}{m\Delta^2},
\qquad
\alpha'=\frac{Ne^2\hbar^2}{4\pi\varepsilon_0\,m\Delta^2}.$$

With this definition the formula is an identity. The estimate enters when a value of $\Delta$ is guessed instead of computed.

The same formula has a mechanical reading. Bind each of $N$ independent electrons to a spring of stiffness $m\omega_0^2$, with $\hbar\omega_0=\Delta$. In a static field the forces balance when $-m\omega_0^2z-eF=0$, so $z=-eF/(m\omega_0^2)$. The total dipole is

$$p=-Nez=\frac{Ne^2}{m\omega_0^2}F,$$

which is the previous result, since $\omega_0=\Delta/\hbar$. A high excitation energy means a stiff spring and a small displacement.

### The size of the effect

For $\Delta=15$ eV $=2.4033\times10^{-18}$ J the angular frequency is $\omega_0=2.2789\times10^{16}$ rad/s. With $N=8$,

$$\alpha=\frac{8\,(1.6022\times10^{-19}\ \text{C})^2}
{(9.1094\times10^{-31}\ \text{kg})(2.2789\times10^{16}\ \text{s}^{-1})^2}
=4.34\times10^{-40}\ \text{C m}^2/\text{V}.$$

The polarizability volume is

$$\alpha'=\frac{4.3408\times10^{-40}}{4\pi\,(8.8542\times10^{-12})}\ \text{m}^3
=3.90\times10^{-30}\ \text{m}^3=3.90\ \text{Å}^3,$$

or about 0.49 Å³ per electron. Diagonalizing a quantum oscillator of 15 eV in a field and multiplying its response by eight also gives 3.901 Å³.

The atomic scale of this number can be seen by introducing the Bohr radius $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and the Hartree energy $E_h=e^2/(4\pi\varepsilon_0a_0)$. Their combination

$$a_0^3E_h^2=a_0\left(\frac{e^2}{4\pi\varepsilon_0}\right)^2
=\frac{e^2\hbar^2}{4\pi\varepsilon_0m}$$

is the constant in the formula, so

$$\alpha'=N a_0^3\left(\frac{E_h}{\Delta}\right)^2 .$$

Each electron contributes one atomic volume $a_0^3$, enlarged by the square of the ratio of the atomic energy unit to the excitation energy.

### How it scales

At fixed $\Delta$ the polarizability is proportional to $N$. At fixed $N$ it falls as $\Delta^{-2}$, so a small relative error in the energy becomes a relative error twice as large in $\alpha'$, with the opposite sign:

$$\frac{\delta\alpha'}{\alpha'}\approx-2\,\frac{\delta\Delta}{\Delta}.$$

A change of 1 eV in 15 eV is about 7 percent, and the rule predicts a change of about 13 percent in $\alpha'$. The full formula gives 4.48 Å³ at 14 eV, which is 15 percent more than at 15 eV, and 3.43 Å³ at 16 eV, which is 12 percent less. The two changes differ because $\Delta^{-2}$ is curved. At 20 eV the volume has dropped to 2.19 Å³.

The dependence on size is steeper if the excitation energy is set by confinement. Suppose that the electrons occupy a region of length $L$ and that $\Delta=c\hbar^2/(mL^2)$, with a fixed number $c$. Then

$$\alpha'=\frac{Ne^2\hbar^2}{4\pi\varepsilon_0m}\,\frac{m^2L^4}{c^2\hbar^4}
=\frac{N}{c^2}\,\frac{me^2}{4\pi\varepsilon_0\hbar^2}\,L^4
=\frac{N}{c^2}\,\frac{L^4}{a_0}.$$

At fixed $N$ and $c$, the polarizability volume then grows as $L^4$, faster than the geometric volume. The number $c$ stays nearly fixed only while the kinetic energy dominates. In a larger region the repulsion between the electrons matters more, and it can make the growth slower than $L^4$. Joining equal, weakly coupled units is a different case: $\Delta$ stays nearly the same, and $\alpha'$ grows nearly in proportion to the number of units. If the electrons become delocalized over the whole chain, $\Delta$ can fall and proportionality to $N$ is lost.

### The limit of high frequency

In a field $F\cos\omega t$, each electron on its spring obeys $m\ddot z=-m\omega_0^2z-eF\cos\omega t$ if damping is neglected. Inserting $z=z_0\cos\omega t$ gives $-m\omega^2z_0=-m\omega_0^2z_0-eF$, and therefore

$$z_0=-\frac{eF}{m(\omega_0^2-\omega^2)},
\qquad
\alpha(\omega)=\frac{Ne^2}{m(\omega_0^2-\omega^2)}.$$

For $\omega\ll\omega_0$ this exceeds the static value by the small fraction $\omega^2/\omega_0^2$. For $\omega\gg\omega_0$ it tends to $-Ne^2/(m\omega^2)$. The binding energy has then dropped out and the electrons respond as free charges, with a displacement that puts the dipole opposite to the field. Near $\omega_0$ the undamped model fails. For a real molecule, one energy cannot describe both the static value and its dispersion. The low-frequency fraction is $\hbar^2\omega^2\sum f_n\Delta_n^{-4}/\sum f_n\Delta_n^{-2}$, which weights low excitations more strongly. In the Hartree–Fock spectrum of methane used below it corresponds to an energy of about 15 eV, against about 19 eV for the static mean, and the undamped response already diverges at the lowest allowed excitation.

### Why eight electrons and not ten

The sum rule counts all ten electrons of methane. Using ten at 15 eV would raise the estimate by a quarter, to 4.9 Å³. That would treat the two carbon core electrons as if they were as loosely bound as the valence electrons. Their excitation energies are far higher, and their strength enters divided by the square of those energies.

This can be tested in time-dependent Hartree–Fock theory, here with a C–H distance of 1.09 Å and the aug-cc-pVDZ basis. The full spectrum gives $\alpha'=2.3738$ Å³. Leaving out all excitations from the core orbital gives 2.3732 Å³, a change of about 0.02 percent. This basis describes the core poorly: its strengths add up to only 8.6 instead of 10. With aug-cc-pVTZ, uncontracted on carbon and extended there by tight p functions, the total reaches 10.0 and the change grows to about 0.05 percent, which is still negligible.

The assignment of strength eight to the valence shell is still approximate. For one electron in a local mean potential, the strengths to all other orbitals add up to one, and downward transitions count as negative because $\Delta_n<0$. The Pauli principle blocks the downward transitions from valence orbitals into the filled core. Removing these negative terms raises the valence sum above eight, at the expense of the core. A finite basis also misses some strength. The computed valence sum is 7.94 in aug-cc-pVDZ, in which these effects are not separated. It rises to 8.05 in aug-cc-pVTZ and to 8.13 in the extended basis, where the excess above eight becomes visible.

### How good is 15 eV for methane?

The choice has a physical motive. In the same Hartree–Fock calculation, removing an electron from the highest occupied orbital costs 14.79 eV if the other orbitals are kept frozen. An effective excitation energy near the removal energy is a reasonable first guess, but no theorem makes the two equal.

The resulting polarizability can be compared with two computed values:

- Hartree–Fock theory gives 2.37 Å³. The dipole induced by a field of 0.003 atomic units and the sum over the full spectrum agree to about 0.01 percent.
- Second-order Møller–Plesset theory (MP2), which adds electron correlation at leading order, gives 2.45 Å³ from the energy in the field.

Both values rise by about 0.01 Å³, to 2.38 and 2.46 Å³, in the larger aug-cc-pVTZ basis. The estimate is larger than these values by factors of 1.64 and 1.59 in either basis. It has the correct order of magnitude, but it is not a prediction at the level of ten percent.

The direction of the error follows from the effective energy. Solving $\alpha'\propto\Delta^{-2}$ for the energy that reproduces the Hartree–Fock value gives

$$\Delta=15\ \text{eV}\times\sqrt{\frac{3.901}{2.374}}=19.2\ \text{eV},$$

and the MP2 value requires 18.9 eV. The guess is too low by about 4 eV. In the Hartree–Fock spectrum, 82 percent of the valence strength lies above 15 eV. This share alone would not fix the mean, because low excitations count more in an inverse-square average, but the high-lying strength is spread far enough upward to bring the mean to about 19 eV. A finite basis represents the continuum by discrete levels, so the share is approximate: it ranges from 79 to 85 percent when the basis is enlarged in different ways, while the effective energy stays at 19.2 eV.

The lowest excitation gives a bound. Since no $f_n$ is negative, the inverse-square mean cannot lie below the lowest dipole-allowed energy, which is 11.02 eV in this calculation. For a total strength of eight,

$$\alpha'\le3.901\ \text{Å}^3\times\left(\frac{15}{11.02}\right)^2\approx7.2\ \text{Å}^3 .$$

The bound would be reached if all the strength sat in the first allowed transition. Methane is far from that case.

### From the molecule to a dielectric

In a dilute gas with $n$ molecules per unit volume, each molecule feels nearly the applied field. The polarization is $P=n\alpha F$, and $\varepsilon_0F+P=\varepsilon_0\varepsilon_rF$ gives

$$\varepsilon_r-1=\frac{n\alpha}{\varepsilon_0}=4\pi n\alpha',
\qquad 4\pi n\alpha'\ll1 .$$

At a given density, an overestimate of $\alpha'$ by a factor of 1.6 therefore becomes an equal overestimate of $\varepsilon_r-1$. The formula also shows two ways to lower the permittivity: fewer polarizable electrons per volume, as in a porous film, or a higher effective excitation energy.

The measured polarizability volume of methane is roughly 2.6 Å³, so the estimate is about 1.5 times too large there as well. Interlayer dielectrics in chips are solids, often silica-based films with methyl groups and pores, and they break two assumptions. Their molecules are not dilute, so the field at each unit differs from the average field. Their nuclei also move at the frequencies of circuit signals. In dense silica, $\varepsilon_r$ is roughly 2.1 for visible light and roughly 3.9 at low frequency, so the nuclear motion supplies more than half of $\varepsilon_r-1$. For such a polar solid, an estimate based on electrons alone describes the optical response and falls well short of the low-frequency one. The numerical output gives the molecular values to more digits than the estimate deserves, so that the comparisons can be followed.

## Numbers as computed

```
ESTIMATE
valence electrons: 8
effective excitation energy: 15.0 eV
same energy: 2.4033e-18 J
angular frequency: 2.2789e+16 rad/s
elementary charge: 1.6022e-19 C
electron mass: 9.1094e-31 kg
reduced Planck constant: 1.0546e-34 J s
vacuum permittivity: 8.8542e-12 F/m
polarizability: 4.3408e-40 C m^2/V
polarizability volume: 3.9013e-30 m^3
polarizability volume: 3.901 A^3
volume per electron: 0.488 A^3
volume if energy is 14 eV: 4.479 A^3
volume if energy is 16 eV: 3.429 A^3
OSCILLATORS IN A FIELD, BY DIAGONALIZATION
eight oscillators, 15 eV: 3.901 A^3
eight oscillators, 20 eV: 2.194 A^3
TWO INTERACTING ELECTRONS IN A WELL (atomic units)
sum of oscillator strengths: 2.000000
polarizability, sum over states: 1.55900
polarizability, energy in field: 1.55900
METHANE, aug-cc-pVDZ
C-H distance: 1.09 A
applied field: 0.003 atomic units
HF volume, finite field: 2.3741 A^3
HF volume, full spectrum: 2.3738 A^3
HF volume, no core excitations: 2.3732 A^3
MP2 volume, finite field: 2.451 A^3
estimate / HF volume: 1.64
estimate / MP2 volume: 1.59
valence oscillator strength in basis: 7.94
share of it above 15 eV: 82 percent
lowest allowed excitation: 11.02 eV
highest occupied orbital, removal: 14.79 eV
effective energy from HF, N = 8: 19.23 eV
effective energy from MP2, N = 8: 18.93 eV
```
